# Polishing rate of serial chemical modification and mechanical removal: verification in Python

```python
# Result under test: polishing by serial chemical modification and mechanical
# removal has the steady rate R = Rc*Rm/(Rc+Rm).
# Rc: rate if removal were instantaneous; Rm: rate if modification were
# instantaneous (nm/min of metal). h: metal thickness removed per event (nm).
# tau_c, tau_m: mean waits for modification and for removal after it (ms).
# theta: fraction of the surface that is modified.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import null_space

rng = np.random.default_rng(20)
MS_PER_MIN = 60000.0

# Rough typical values for copper polishing
h = 0.2                  # nm
pressure = 2.0           # psi
speed = 1.0              # m/s
preston = 400.0          # nm/min per (psi m/s)
Rc = 1200.0              # nm/min at the slurry inlet temperature
Rm = preston * pressure * speed


def serial_rate(chemical, mechanical):
    return chemical * mechanical / (chemical + mechanical)


def stationary(chemical, mechanical, dissolution=0.0, bare_abrasion=0.0):
    """Rate and modified fraction from the null vector of the site generator."""
    leave = mechanical + dissolution
    generator = np.array([[-chemical, leave], [chemical, -leave]])
    weights = null_space(generator)[:, 0]
    bare, modified = weights / weights.sum()
    return bare_abrasion * bare + leave * modified, modified


R = serial_rate(Rc, Rm)
theta = Rc / (Rc + Rm)
tau_c = h / Rc * MS_PER_MIN
tau_m = h / Rm * MS_PER_MIN

# Steady state, and the meaning of the two individual rates
for chem, mech in [(Rc, Rm), (50.0, 900.0), (3000.0, 70.0)]:
    rate, modified = stationary(chem, mech)
    assert abs(rate / serial_rate(chem, mech) - 1) < 1e-10
    assert abs(modified - chem / (chem + mech)) < 1e-10
assert abs(stationary(Rc, 1e8)[0] / Rc - 1) < 1e-4
assert abs(stationary(1e8, Rm)[0] / Rm - 1) < 1e-4

# Sensitivities by finite differences of the stationary rate
step = 1e-4
sens_c = (np.log(stationary(Rc * np.exp(step), Rm)[0])
          - np.log(stationary(Rc * np.exp(-step), Rm)[0])) / (2 * step)
sens_m = (np.log(stationary(Rc, Rm * np.exp(step))[0])
          - np.log(stationary(Rc, Rm * np.exp(-step))[0])) / (2 * step)
assert abs(sens_c - (1 - theta)) < 1e-6 and abs(sens_m - theta) < 1e-6

# Start-up from bare metal: integrate the rate equation
relax = 1 / (1 / tau_c + 1 / tau_m)
deficit = h * theta * (1 - theta)
times = np.array([2.0, 10.0, 100.0])
solution = solve_ivp(
    lambda t, y: [(1 - y[0]) / tau_c - y[0] / tau_m, h * y[0] / tau_m],
    (0, 100), [0.0, 0.0], t_eval=times, rtol=1e-10, atol=1e-12)
predicted = R / MS_PER_MIN * times - deficit * (1 - np.exp(-times / relax))
assert np.allclose(solution.y[1], predicted, rtol=1e-7, atol=1e-9)
assert np.allclose(solution.y[0], theta * (1 - np.exp(-times / relax)),
                   rtol=1e-7)

# Serial waits with memory, independent and correlated: count removals
shape = (3000, 450)
chem_wait = rng.gamma(4.0, tau_c / 4.0, shape)
free_wait = rng.uniform(0, 2 * tau_m, shape)
linked_wait = free_wait * (0.5 + 0.5 * chem_wait / tau_c)
renewal_rates = []
for mech_wait in (free_wait, linked_wait):
    removal_times = np.cumsum(chem_wait + mech_wait, axis=1)
    start, stop = 2000.0, 7000.0
    assert removal_times[:, -1].min() > stop
    count = np.sum((removal_times > start) & (removal_times <= stop))
    counted = h * count / (shape[0] * (stop - start)) * MS_PER_MIN
    assert abs(counted / R - 1) < 0.006      # sampling error about 0.001
    renewal_rates.append(counted)


def simulate_contacts(draw_gap, contacts, success=1.0, sites=4000):
    """Follow modification clocks under passing contacts; rate and mean wait."""
    remaining = rng.exponential(tau_c, sites)
    elapsed, removed, waited = 0.0, 0, 0.0
    for _ in range(contacts):
        gap = draw_gap(sites)
        remaining -= gap
        elapsed += gap.sum()
        hit = remaining <= 0
        if success < 1:
            hit &= rng.random(sites) < success
        number = int(hit.sum())
        removed += number
        waited -= remaining[hit].sum()
        remaining[hit] = rng.exponential(tau_c, number)
    return h * removed / elapsed * MS_PER_MIN, waited / removed


# Contact statistics at one fixed mean gap (tau_m) between effective contacts
ratio = tau_m / tau_c
success = 0.1
pass_survival = np.exp(-success * ratio)
laplace = {
    "random": 1 / (1 + ratio),
    "regular": np.exp(-ratio),
    "clustered": (1 + ratio / 0.5) ** -0.5,
    "rare": success * pass_survival / (1 - (1 - success) * pass_survival),
}
contact_rate = {key: Rm * (1 - value) for key, value in laplace.items()}
simulated = {
    "random": simulate_contacts(lambda n: rng.exponential(tau_m, n), 600),
    "regular": simulate_contacts(lambda n: np.full(n, tau_m), 600),
    "clustered": simulate_contacts(
        lambda n: rng.gamma(0.5, tau_m / 0.5, n), 600),
    "rare": simulate_contacts(
        lambda n: np.full(n, success * tau_m), 5000, success),
}
for key in simulated:
    # sampling and finite-run errors are a few parts in a thousand
    assert abs(simulated[key][0] / contact_rate[key] - 1) < 0.01
    expected_wait = h / contact_rate[key] * MS_PER_MIN - tau_c
    assert abs(simulated[key][1] / expected_wait - 1) < 0.02
assert abs(simulated["random"][0] / R - 1) < 0.01
assert simulated["clustered"][0] < simulated["random"][0]
assert simulated["random"][0] < simulated["rare"][0] < simulated["regular"][0]
regular_wait = h / contact_rate["regular"] * MS_PER_MIN - tau_c

# Side channels: dissolution of modified, abrasion of bare material
Rd, Ru = 20.0, 30.0      # nm/min, rough
for diss, bare in [(Rd, 0.0), (0.0, Ru), (Rd, Ru), (300.0, 500.0)]:
    formula = (Rc + bare) * (Rm + diss) / (Rc + Rm + diss)
    assert abs(stationary(Rc, Rm, diss, bare)[0] / formula - 1) < 1e-10
with_dissolution = stationary(Rc, Rm, Rd, 0.0)[0]
with_abrasion = stationary(Rc, Rm, 0.0, Ru)[0]

# Frictional heating, all heat carried away by well-mixed slurry
friction = 0.4
wafer_diameter = 0.300   # m
flow = 0.30              # L/min, taken as 1 kg/L
heat_capacity = 4180.0   # J/(kg K)
inlet = 298.0            # K
activation = 0.30        # eV, rough
area = np.pi * wafer_diameter**2 / 4
boltzmann = constants.k / constants.e


def heated(psi_value):
    power = friction * psi_value * constants.psi * speed * area
    rise = power / (flow / 60 * heat_capacity)
    factor = np.exp(activation / boltzmann * (1 / inlet - 1 / (inlet + rise)))
    warm_Rc = Rc * factor
    return power, rise, warm_Rc, serial_rate(
        warm_Rc, preston * psi_value * speed)


power, rise, warm_Rc, warm_R = heated(pressure)
_, rise2, warm_Rc2, warm_R2 = heated(2 * pressure)
cold_R2 = serial_rate(Rc, 2 * Rm)

# Oxidant depletion: one H2O2 per Cu, first-order loss of Rc at the outlet
peroxide = 0.01          # mass fraction of H2O2 in the slurry
copper_use = R * 1e-9 * area * 8.96e6 / 63.55       # mol/min
oxidant_supply = flow * 1000 * peroxide / 34.01     # mol/min
used = copper_use / oxidant_supply
depleted_R = serial_rate(Rc * (1 - used), Rm)


def change(value):
    return 100 * (value / R - 1)


print(f"layer thickness h = {h:.2f} nm")
print(f"pressure = {pressure:.1f} psi, speed = {speed:.1f} m/s")
print(f"Preston coefficient K = {preston:.0f} nm/min per (psi m/s)")
print(f"chemical rate Rc = {Rc:.0f} nm/min")
print(f"mechanical rate Rm = {Rm:.0f} nm/min")
print(f"polishing rate R = {R:.1f} nm/min")
print(f"modified fraction theta = {theta:.3f}")
print(f"mean modification time = {tau_c:.2f} ms")
print(f"mean removal wait = {tau_m:.2f} ms")
print(f"mean cycle time = {tau_c + tau_m:.2f} ms")
print(f"relaxation time = {relax:.2f} ms")
print(f"start-up deficit = {deficit:.4f} nm")
print(f"time to clear 1000 nm = {1000 / R:.2f} min")
print(f"slower-step estimate exceeds R by {change(min(Rc, Rm)):.1f} %")
print(f"sensitivity to Rc = {sens_c:.3f}, to Rm = {sens_m:.3f}")
for p in (1.0, 2.0, 4.0, 8.0):
    print(f"fixed Rc, {p:.0f} psi: R = "
          f"{serial_rate(Rc, preston * p * speed):.1f} nm/min")
print(f"counted, independent waits: {renewal_rates[0]:.1f} nm/min")
print(f"counted, correlated waits: {renewal_rates[1]:.1f} nm/min")
names = {"random": "random contacts", "regular": "regular contacts",
         "clustered": "clustered contacts (gamma shape 0.5)",
         "rare": "regular contacts, success 0.1"}
for key, name in names.items():
    print(f"{name}: formula {contact_rate[key]:.1f}, "
          f"simulated {simulated[key][0]:.1f} nm/min, "
          f"change {change(contact_rate[key]):+.1f} %")
print(f"removal wait, regular contacts = {regular_wait:.2f} ms")
print(f"dissolution Rd = {Rd:.0f} nm/min: R = {with_dissolution:.1f} nm/min, "
      f"change {change(with_dissolution):+.1f} %")
print(f"bare abrasion Ru = {Ru:.0f} nm/min: R = {with_abrasion:.1f} nm/min, "
      f"change {change(with_abrasion):+.1f} %")
print(f"friction coefficient = {friction:.2f}")
print(f"wafer diameter = {wafer_diameter * 1000:.0f} mm")
print(f"slurry flow = {flow:.2f} L/min, density taken as 1 kg/L")
print(f"slurry heat capacity = {heat_capacity:.0f} J/(kg K)")
print(f"inlet temperature = {inlet:.0f} K, activation = {activation:.2f} eV")
print(f"friction power = {power:.0f} W")
print(f"temperature rise at {pressure:.0f} psi = {rise:.1f} K")
print(f"heated Rc = {warm_Rc:.0f} nm/min, R = {warm_R:.1f} nm/min, "
      f"change {change(warm_R):+.1f} %")
print(f"temperature rise at {2 * pressure:.0f} psi = {rise2:.1f} K")
print(f"heated Rc = {warm_Rc2:.0f} nm/min, R = {warm_R2:.1f} nm/min")
print(f"rate gain on doubling pressure, fixed Rc: {cold_R2 / R:.3f}")
print(f"rate gain on doubling pressure, heated: {warm_R2 / warm_R:.3f}")
print(f"H2O2 mass fraction = {100 * peroxide:.1f} %")
print(f"copper removed = {1000 * copper_use:.2f} mmol/min")
print(f"H2O2 supplied = {1000 * oxidant_supply:.1f} mmol/min")
print(f"oxidant used = {100 * used:.1f} %: R = {depleted_R:.1f} nm/min, "
      f"change {change(depleted_R):+.1f} %")
print("OK")
```

Running it gives:

```
layer thickness h = 0.20 nm
pressure = 2.0 psi, speed = 1.0 m/s
Preston coefficient K = 400 nm/min per (psi m/s)
chemical rate Rc = 1200 nm/min
mechanical rate Rm = 800 nm/min
polishing rate R = 480.0 nm/min
modified fraction theta = 0.600
mean modification time = 10.00 ms
mean removal wait = 15.00 ms
mean cycle time = 25.00 ms
relaxation time = 6.00 ms
start-up deficit = 0.0480 nm
time to clear 1000 nm = 2.08 min
slower-step estimate exceeds R by 66.7 %
sensitivity to Rc = 0.400, to Rm = 0.600
fixed Rc, 1 psi: R = 300.0 nm/min
fixed Rc, 2 psi: R = 480.0 nm/min
fixed Rc, 4 psi: R = 685.7 nm/min
fixed Rc, 8 psi: R = 872.7 nm/min
counted, independent waits: 479.9 nm/min
counted, correlated waits: 479.9 nm/min
random contacts: formula 480.0, simulated 479.8 nm/min, change +0.0 %
regular contacts: formula 621.5, simulated 621.8 nm/min, change +29.5 %
clustered contacts (gamma shape 0.5): formula 400.0, simulated 400.2 nm/min, change -16.7 %
regular contacts, success 0.1: formula 494.5, simulated 494.1 nm/min, change +3.0 %
removal wait, regular contacts = 9.31 ms
dissolution Rd = 20 nm/min: R = 487.1 nm/min, change +1.5 %
bare abrasion Ru = 30 nm/min: R = 492.0 nm/min, change +2.5 %
friction coefficient = 0.40
wafer diameter = 300 mm
slurry flow = 0.30 L/min, density taken as 1 kg/L
slurry heat capacity = 4180 J/(kg K)
inlet temperature = 298 K, activation = 0.30 eV
friction power = 390 W
temperature rise at 2 psi = 18.7 K
heated Rc = 2388 nm/min, R = 599.3 nm/min, change +24.8 %
temperature rise at 4 psi = 37.3 K
heated Rc = 4403 nm/min, R = 1173.5 nm/min
rate gain on doubling pressure, fixed Rc: 1.429
rate gain on doubling pressure, heated: 1.958
H2O2 mass fraction = 1.0 %
copper removed = 4.78 mmol/min
H2O2 supplied = 88.2 mmol/min
oxidant used = 5.4 %: R = 469.2 nm/min, change -2.2 %
OK
```
